Why inversion symmetry leaves left- and right-handed polar textures degenerate

**Question.** A ferroelectric can contain a polar vortex or skyrmion that is plainly left- or right-handed. Why, if its parent crystal has an inversion centre, can the bulk energy contain no term proportional to P·curl P, and what does this imply for the energies of the two hands?

**Answer.** The mechanism lies in how a polarization texture changes when the crystal is inverted. The parent crystal is the unpolarized reference state, P = 0, about which the free energy is expanded. An operation that maps this crystal onto itself cannot change the energy function. It may, however, map one texture onto a different one.

Polarization is a polar vector: inversion reverses the vector and also moves it to the opposite position. The transformed texture is

P'(r) = −P(−r).

The helicity density is

w = P·curl P = Pᵢ εᵢⱼₖ ∂ⱼPₖ,

with repeated indices summed. For the transformed field, the derivative acts on the argument −r and supplies a second minus sign:

∂ⱼP'ₖ(r) = −∂ⱼ[Pₖ(−r)] = +(∂ⱼPₖ)(−r).

Thus curl P' at r equals curl P at −r, whereas P' has the opposite sign to P at −r. Their product obeys

w'(r) = −w(−r).

Suppose that the energy contained D∫w d³r with a constant D. Inversion of the whole sample changes this to −D∫w d³r, because replacing r by −r leaves the volume element unchanged. Invariance requires the two expressions to agree for every texture. Textures with ∫w d³r ≠ 0 exist, so D = −D, and therefore D = 0.

It is the coefficient that vanishes, not w. The crystal may hold a strongly chiral texture, but its bulk energy has no term that rewards one sign of w. A term in w² is allowed, since it is even, and it could favour chirality without choosing the hand.

**Which symmetries are needed?** For a general point operation R, the texture becomes P'(r) = R P(R⁻¹r), and derivatives rotate with the same matrix. Hence

w' = εᵢⱼₖ RᵢₐRⱼᵦRₖ꜀ Pₐ∂ᵦP꜀ = det(R) w,

where the right side is evaluated at R⁻¹r. Proper rotations have det(R) = +1 and allow the term. Inversion, mirrors and rotoinversions have det(R) = −1 and forbid it. Inversion is sufficient but not necessary.

Inversion also removes the other terms of this order. The general form Pᵢ∂ⱼPₖ carries three vector indices and acquires the factor (−1)³. Its part symmetric in i and k is ½∂ⱼ(PᵢPₖ), a surface contribution for a constant coefficient. The antisymmetric parts that survive in a given group are its Lifshitz invariants. Averaging over the group operations gives none for the centrosymmetric groups −1, m-3m and 4/mmm. The chiral group 432 has one, namely P·curl P. The group 4mm also has one, but it is not helical:

P_z(∂ₓPₓ + ∂ᵧPᵧ) − (Pₓ∂ₓ + Pᵧ∂ᵧ)P_z.

The mirror x → −x changes the signs of both Pₓ and ∂ₓ, so this expression survives a mirror that forbids P·curl P. Lack of inversion alone therefore does not select a hand.

**Would the forbidden term really act in the bulk?** Vary P inside the sample, with δP = 0 at its boundary. The identity

P·curl δP = δP·curl P + div(δP × P)

turns the second half of the variation into a copy of the first plus a surface term:

δ∫P·curl P d³r = 2∫δP·curl P d³r.

The term thus contributes 2D curl P to the bulk equation of equilibrium. A helix shows its effect. Take P = P₀(cos qz, sin qz, 0), with fixed magnitude and no anisotropy in its plane. Then curl P = −qP, so w = −qP₀². With gradient energy (g/2)|∇P|², where g > 0, the density that depends on q is

f(q) = ½gq²P₀² − DqP₀².

Setting df/dq = 0 gives q = D/g. The sign of D chooses the hand, and the energy gained relative to q = 0 is D²P₀²/(2g). When D = 0, the energies at q and −q are equal.

**Does losing one term make complete textures degenerate?** The stronger argument applies inversion to the whole energy. Every local or gradient term permitted by the parent is unchanged. The bound charge ρ = −div P becomes ρ'(r) = ρ(−r), so all distances between charges, and hence their Coulomb energy, are also unchanged. Strain can be inverted together with the texture. If boundaries and electrodes are mapped too, then

F[P; E] = F[P'; −E].

The reversal of the applied field E follows from its coupling −E·P. At E = 0, with boundaries that respect inversion, every texture has a partner with opposite integrated helicity and equal energy.

The partner need not have the same average polarization. Consider a tube along z,

P = P_φ(r) φ̂ + P_z(r) ẑ,

for which

w = P_z(1/r)d(rP_φ)/dr − P_φ dP_z/dr.

At −r the azimuthal unit vector is reversed. Inversion therefore keeps the circulation P_φ but reverses P_z. A mirror containing the tube axis does the opposite: it reverses P_φ and keeps P_z. Since each term of w contains one factor of each component, both operations reverse the hand.

This distinction matters when a field fixes the core polarization. In 4/mmm, mirrors containing z pair left- and right-handed tubes at the same E along z. In a centrosymmetric group without such mirrors, for example 4/m, the higher-order term P_z P·curl P is allowed: inversion changes the sign of both factors. Two hands with the same core polarization may then differ in energy, although each remains degenerate with its fully inverted partner. For the zero-field flat wall solved below this term integrates to zero, because P_z is odd and w is even about the wall centre; for a tube its integral per wall area falls inversely with the radius.

Reversing P in place is a different operation. It leaves w unchanged, because w is quadratic in P. It need not preserve the energy either: P² div P is even under inversion but odd under in-place reversal. The equality of the two wells at ±P is therefore not the origin of the degeneracy between hands.

The topological charge does not label the hand either. With n = P/|P|, it is

Q = (1/4π)∫n·(∂ₓn × ∂ᵧn) dx dy.

The mirror x → −x changes the sign of the triple product and of one derivative, so Q survives. Inversion changes the sign of the triple product but not of the product of two derivatives, so Q reverses. For the tube calculated below, Q is −1 initially, −1 after the mirror and +1 after inversion; the grid sum gives a magnitude of 0.999, and the shortfall is discretization error. Both images have reversed helicity.

**What does this look like in a solvable wall?** Let the parent have 4/mmm symmetry and let z be the easy axis. Far from its axis the tube is polarized up, and its core is polarized down. If its radius is much greater than its wall thickness, the wall is locally flat. Let x point along the wall normal and y along the circulation. I use

f = (g/2)|∇P|² + (a/4P₀²)(P² − P₀²)² + (κ/2)(Pₓ² + Pᵧ²).

Here a sets the depth of the polarization wells and κ penalizes polarization away from z. With Pₓ = 0 and variation along x alone, div P = 0, so the flat wall has no bound charge. Define

ℓ² = 2g/a, σ² = 2κ/a, P = P₀p, x = ℓu.

Since a = 2g/ℓ² and κ = σ²g/ℓ², the energy per area is gP₀²/ℓ times

e = ∫[½p_z'² + ½pᵧ'² + V] du,
V = ½(p² − 1)² + ½σ²pᵧ².

A prime now means d/du. Setting the variation to zero gives

p_z'' = 2(p² − 1)p_z,
pᵧ'' = 2(p² − 1)pᵧ + σ²pᵧ.

For 0 < σ < 1, put s² = 1 − σ² and try

p_z = tanh(σu), pᵧ = ±s sech(σu).

Because tanh² + sech² = 1, these give p² − 1 = −σ² sech²(σu). The first equation then reads −2σ² sech² tanh on both sides. In the second, both sides are ±sσ²(sech − 2 sech³). Both hands solve the same equations.

To find their energy, note that ½p'² − V does not depend on u: its derivative is p'·(p'' − ∂V/∂p) = 0. It vanishes far from the wall, so the gradient and local energies are equal. Therefore

e_chiral = ∫(p_z'² + pᵧ'²) du
= σ²∫[sech⁴(σu) + s² sech²(σu)tanh²(σu)] du
= σ[4/3 + 2(1 − σ²)/3]
= 2σ − 2σ³/3.

The sign of pᵧ has disappeared. A wall with pᵧ = 0 has p_z = tanh u and energy e₀ = ∫sech⁴u du = 4/3. The difference is

e₀ − e_chiral = (2/3)(2 − 3σ + σ³)
= (2/3)(1 − σ)²(2 + σ).

It is positive for σ < 1. As σ → 1, s vanishes and the two hands merge into the non-chiral wall. A small perturbation pᵧ = sech u of that wall has mode value σ² − 1: it lowers the energy below σ = 1 and raises it above. Degeneracy of the hands is a symmetry result, whereas the existence of chiral walls depends on the material parameters.

**How strongly would a chiral term select a hand?** For this flat wall,

w = P_z dPᵧ/dx − Pᵧ dP_z/dx.

For the solution with positive Pᵧ, integration across the wall gives

∫w dx = −sP₀²σ∫sech(σu)[tanh²(σu) + sech²(σu)] du
= −πsP₀².

The bracket equals one, and the integral of sech v over all v is π. The other hand gives +πsP₀². To first order in a hypothetical D, the energy change is D times this integral. Changes in the profile do not enter at this order because the original profile is stationary. The splitting per area is

Δγ = 2πs|D|P₀².

**What are the sizes?** Take round parameters in the rough regime of perovskite ferroelectric oxides: P₀ = 50 µC/cm², g = 2.0 × 10⁻¹⁰ J m³/C², a = 4.0 × 10⁸ J m/C² and κ = 5.0 × 10⁷ J m/C². They give ℓ = 1.0 nm, σ = 0.50 and s = 0.866. The wall length ℓ/σ is 2.0 nm, and the largest in-wall polarization is 0.866 × 50 = 43 µC/cm².

The scaled energy of either hand is 2(0.5) − 2(0.5)³/3 = 0.9167. Numerical relaxation on a grid, from different starting profiles, gives 0.916608 for both, within 0.01% of the formula. The energy unit is 0.3121 eV/nm², so the chiral wall costs 0.286 eV/nm² and the non-chiral wall 0.416 eV/nm².

Now let the wall enclose a tube of radius 10 nm in a film 10 nm thick. The radius is prescribed; this model does not establish that the tube is stable. Its wall area is 2π × 10 × 10 = 628 nm². In the flat-wall approximation, reversing the hand everywhere at once, through the non-chiral wall, costs

(0.4161 − 0.2861) × 628.3 ≈ 82 eV.

Turning the in-wall polarization rigidly through the wall normal would cost nothing in f as written, but it would put bound charge on the wall. With the background permittivity of 10 used below, the energy of that charge would far exceed 82 eV.

A different route moves a ring along the tube, with opposite hands above and below it. Take p_z = tanh(σu) and pᵧ = A(v)sech(σu), where v is height divided by ℓ. The polarization remains divergence-free, since P_φ does not vary around the tube and P_z does not vary with height. Integration across the wall gives the excess energy

e_ring = (1/σ)∫[(dA/dv)² + (2/3)(A² − s²)²] dv.

Completing the square gives the least value within this trial family when dA/dv = √(2/3)(s² − A²). Then

e_ring = (2/σ)√(2/3)∫₋ₛˢ(s² − A²)dA
= √(8/3)(4/3)s³/σ = 2.83.

The energy unit for a line is 0.3121 eV/nm, so a ring of circumference 62.8 nm costs about 55 eV. This is about 2100 kT at 300 K, where kT = 0.0259 eV. It is the cost of a trial configuration in the flat-wall approximation. A better path may cost less, so neither a least barrier nor a lifetime follows from it. Equal end energies say nothing about the states in between: along both of these routes the energy first rises and then returns to its starting value.

For comparison, suppose that a chiral coefficient were present with Dℓ/g = 0.010. The scaled splitting would be 2π × 0.866 × 0.010 = 0.0544. Relaxing the two walls with this term gives the same value to three digits. Over the whole tube,

ΔF = 0.0544 × 0.3121 × 628.3 ≈ 10.7 eV,

or about 410 kT. A splitting of one kT would need only

D = kT/(2πsP₀²A_wall) = 4.8 × 10⁻⁶ J m²/C²,

where A_wall is the wall area. This corresponds to Dℓ/g = 2.4 × 10⁻⁵. If entropy differences between the hands are neglected, one kT gives an equilibrium population ratio of e ≈ 2.7. For this tube, a coefficient that was merely small could still select a hand. Equal populations in equilibrium are secured by a symmetry of the complete system that pairs the two hands, not by a small D.

**What do the neglected effects change?** Wrapping the wall into a tube adds an azimuthal gradient energy (g/2)P_φ²/r². Relative to the flat wall, its leading contribution is s²/[σ(R/ℓ)²e_chiral] = 0.015/0.917, or 1.6%, where R is the tube radius. Integration of the trial tube over its full cross-section gives 1.7%. These values are for the unrelaxed profile; relaxing it with the radius held fixed reduces the change to about 0.8%. The change is the same for both hands. The non-chiral wall has no azimuthal term, so curvature lowers the 82 eV cost of coherent reversal to about 79–80 eV.

The allowed term hP² div P, with an illustrative h = 1.0 V m⁴/C² and a background relative permittivity of 10, induces a normal polarization of up to 0.23 µC/cm². It lowers the flat-wall energy by 0.21%. The relaxed energies of the two hands still agree to within 10⁻⁶ of the energy unit gP₀²/ℓ.

Strain is a larger omission. An electrostriction coefficient of 0.10 m⁴/C² gives a strain scale of 0.10 × 0.5² = 2.5%, with P₀ entered as 0.5 C/m². For a modulus of 100 GPa, the elastic energy scale is 0.20 eV/nm³, compared with a polarization-well depth of 0.16 eV/nm³. Wall energies and reversal costs could therefore change by amounts comparable with themselves. The coefficients are also held fixed at 300 K, although they vary with temperature in a real crystal.

In a real film, the most fragile assumption is complete electrical screening. If a film could keep its full uniform polarization with no screening, the depolarizing field would be about 56 MV/cm for the background permittivity of 10. This is only a scale: in this model a uniform state polarized along z becomes unstable to an in-plane component once more than about 0.44% of the surface charge is unscreened, and no such state exists at all above about 3.5%. For comparison, a uniform state in this model balances an opposing field E along z when E = aP(1 − P²/P₀²). If P is held along z, it reverses at the maximum of this expression, 0.77 MV/cm. If P is free to rotate, the state becomes unstable to an in-plane component earlier, when a(1 − P²/P₀²) = κ. This gives a coercive field κP₀√(1 − κ/a) = 0.23 MV/cm. With P held at P₀, leaving even 1% of the surface charge unscreened would give 0.56 MV/cm, more than twice that coercive field. A uniform state free to respond would instead turn into the film plane. Incomplete screening can thus rebuild or destroy the tube instead of slightly correcting its energy. The value of κ was chosen to produce a chiral wall, and a real oxide wall may have a much smaller in-wall component or none. The numbers illustrate a regime and do not predict a particular film.

When textures with both core polarizations are compared, none of these effects selects a hand while an improper operation still maps the complete system, including its field and boundaries, onto itself. Different top and bottom electrodes remove inversion, but mirrors containing the film normal can survive and keep tubes with the same core polarization degenerate. The protection fails when no such operation remains. Boundaries alone can cause this: in a film of a 4/m parent with different top and bottom electrodes, the hands may differ in energy although the bulk coefficient D is still zero. In a parent with a frozen chiral distortion, P·curl P itself is allowed, and a difference in energy between the hands is to be expected. The numerical output lists the group counts and the energies used here.

Calculated quantities

```
Group: order, Lifshitz invariants, P.curl(P) allowed (1=yes)
  -1       2  0  0
  432     24  1  1
  m-3m    48  0  0
  -43m    24  0  0
  -42m     8  1  0
  4mm      8  1  0
  4/mmm   16  0  0
P0 = 50.0 uC/cm2
g = 2.00e-10 J m3/C2
a = 4.00e+08 J m/C2; kappa = 5.00e+07 J m/C2
ell = 1.000 nm; sigma = 0.500; s = 0.8660
wall length ell/sigma = 2.000 nm
tube radius = 10.0 nm; film = 10.0 nm
wall area = 628.3 nm2
peak in-wall P = 43.30 uC/cm2
energy unit g P0^2/ell = 0.3121 eV/nm2
scaled energy, + hand, relaxed = 0.916608
scaled energy, - hand, relaxed = 0.916608
scaled energy, chiral wall, formula = 0.916667
scaled energy, non-chiral: relaxed 1.333049, formula 1.333333
chiral wall = 0.2861 eV/nm2
non-chiral wall = 0.4161 eV/nm2
lowest two scaled mode values = -0.7502, 0.2568
coherent reversal barrier = 81.70 eV
ring line, scaled: grid 2.8259, formula 2.8284
ring reversal estimate = 55.46 eV
temperature = 300 K; kT = 0.02585 eV
ring estimate/kT = 2145
tube scaled helicity: grid -170.887, formula -170.947
mirror, inverse helicity = 170.887, 170.887
topological charge: tube, mirror, inverse = -0.999, -0.999, 0.999
hypothetical D ell/g = 0.010
scaled splitting: relaxed 0.054405, formula 0.054414
tube splitting at that D = 10.670 eV
D for kT splitting = 4.846e-06 J m2/C2
D for kT splitting, as D ell/g = 2.423e-05
curvature change of trial tube energy = 1.67 %
flexo-type coefficient h = 1.00 V m4/C2
flexo-type wall energy shift = -0.214 %
flexo-type peak normal P = 0.233 uC/cm2
background relative permittivity = 10.0
unscreened depolarizing field = 56.47 MV/cm
uniform-model coercive field = 0.770 MV/cm
electrostriction = 0.10 m4/C2; modulus = 100 GPa
strain scale = 2.50 %
strain energy scale = 0.1950 eV/nm3
Landau well depth = 0.1560 eV/nm3
```
